# Quantum-confined metal films: energy oscillations and thicknesses selected by common tangents

## Definitions and conventions

Hartree atomic units are used ($\hbar=m_e=e=1$). A film has $N$ rigid atomic layers of spacing $d$, so its thickness is $t=Nd$. Its electrons are free and non-interacting, at zero temperature, between two impenetrable walls a distance $L$ apart. The bulk metal has Fermi wavenumber $k_F$, Fermi energy $\mu_0=k_F^2/2$ and density $n=k_F^3/(3\pi^2)$. The film is neutral and holds $\sigma=nt$ electrons per area.

The supported film has energy per area

$$F(N)=e_bN+F_\infty+f(N),\qquad f(N)\to0\ \text{ as }N\to\infty .$$

Here $e_b$ is the bulk energy per layer and area, and $F_\infty$ collects the surface and interface energies of a thick film. The excess energy $f$ is what distinguishes one thickness from another. The bare substrate is the state $N=0$, with $f(0)=s$; for $s>0$ a thick film has lower surface energy than the bare substrate. For $N\ge1$,

$$f(N)=u(N)+\frac{B}{t^2},$$

where $u$ comes from confinement and $B\ge0$ is the strength of a smooth repulsion between the two film faces, put in as a parameter.

A film resists decomposition if no mass-conserving division into regions of other thicknesses, bare substrate and bulk islands has energy as low as its own. Regions are taken to be very wide, so that the energies of steps, and of the charge that flows between regions near their borders, are negligible per area.

## The grand potential of the slab

The walls quantize the perpendicular motion: $\varepsilon_j=\pi^2j^2/(2L^2)$, $j=1,2,\dots$ Each level carries a two-dimensional band with density of states $1/\pi$ per area, spin included. At chemical potential $\mu$, the occupied bands give

$$\sigma=\sum_j\frac{\mu-\varepsilon_j}{\pi},\qquad E=\sum_j\int_{\varepsilon_j}^{\mu}\frac{\varepsilon\,d\varepsilon}{\pi}=\sum_j\frac{\mu^2-\varepsilon_j^2}{2\pi}.$$

Since $(\mu^2-\varepsilon_j^2)-2\mu(\mu-\varepsilon_j)=-(\mu-\varepsilon_j)^2$, the grand potential is

$$\Omega=E-\mu\sigma=-\frac1{2\pi}\sum_{j\ge1}g(j),\qquad g(j)=(\mu-\varepsilon_j)^2\ \text{for }\varepsilon_j<\mu,$$

and $g=0$ otherwise. As $g$ is even in $j$ and $g(0)=\mu^2$, the sum over $j\ge1$ is half of the sum over all integers minus $\mu^2/2$. Poisson summation replaces the full sum by $\sum_s\int g(j)\,e^{2\pi isj}dj$. Put $k=\pi j/L$ and $\mu=q^2/2$. Then $g=(q^2-k^2)^2/4$, and each integral is

$$\frac{L}{4\pi}\int_{-q}^{q}(q^2-k^2)^2\cos(2sLk)\,dk=\frac{Lq^5}{4\pi}J(x_s),\qquad x_s=2sqL,$$

with $J(x)=\int_{-1}^{1}(1-v^2)^2\cos(xv)\,dv$. For $s=0$, $J(0)=16/15$. For $s\ne0$, integrate by parts twice; $(1-v^2)^2$ and its first derivative vanish at $v=\pm1$, so

$$J=\frac1{x^2}\int_{-1}^{1}(4-12v^2)\cos(xv)\,dv .$$

With $\int\cos(xv)\,dv=2\sin x/x$ and $\int v^2\cos(xv)\,dv=2\sin x/x+4\cos x/x^2-4\sin x/x^3$,

$$J=\frac{16}{x^2}\left[\Big(\frac3{x^3}-\frac1x\Big)\sin x-\frac{3\cos x}{x^2}\right]=\frac{16\,j_2(x)}{x^2},$$

where $j_2$ is a spherical Bessel function. The terms $s$ and $-s$ are equal, hence

$$\Omega=-\frac{Lq^5}{15\pi^2}+\frac{q^4}{16\pi}-\frac{2Lq^5}{\pi^2}\sum_{s\ge1}\frac{j_2(x_s)}{x_s^2}. \tag{1}$$

The three parts are the bulk, the two surfaces and the oscillation. No approximation has been made so far.

## Neutrality and the surface energy

The wave functions vanish at the walls, so electrons are depleted there, and the well must be wider than $t$ if its interior is to have the bulk density. From $\sigma=-\partial\Omega/\partial\mu$ and $\partial/\partial\mu=(1/q)\,\partial/\partial q$, the smooth part of (1) gives

$$\sigma_{\rm smooth}=\frac{Lq^3}{3\pi^2}-\frac{q^2}{4\pi}.$$

Setting this equal to $nt$ at $q=k_F$ fixes the walls:

$$L=t+\frac{3\pi}{4k_F}. \tag{2}$$

The smooth energy is $\Omega_{\rm smooth}+\mu_0nt$ with $\mu_0n=k_F^5/(6\pi^2)$. Inserting (2),

$$E_{\rm smooth}=\Big(\frac16-\frac1{15}\Big)\frac{k_F^5t}{\pi^2}-\frac{k_F^4}{20\pi}+\frac{k_F^4}{16\pi}=\frac{k_F^5t}{10\pi^2}+\frac{k_F^4}{80\pi}.$$

The first term is $e_bN$, with the familiar $\tfrac35\mu_0$ per electron. The second is the energy $2\gamma$ of the two free surfaces.

## The oscillation at fixed charge

A film keeps its electron number, not its chemical potential. Because $\Omega$ is concave in $\mu$, $E=\max_\mu(\Omega+\mu\sigma)$. Let $\mu=\mu_0+\eta$, let $D=\partial\sigma/\partial\mu$, and let $\delta\sigma$ be the required charge minus the charge at $\mu_0$. To second order the bracket changes by $\eta\,\delta\sigma-D\eta^2/2$, whose maximum is $\delta\sigma^2/(2D)$.

Write $\theta=2k_FL$ and $C_p=\sum_s\cos(s\theta)/s^p$. At large $x$, $j_2\approx-\sin x/x-3\cos x/x^2$. The oscillating part of (1) becomes

$$\frac{k_F^2}{4\pi^2L^2}\sum_s\frac{\sin s\theta}{s^3}+\frac{3k_F}{8\pi^2L^3}C_4 .$$

The charge mismatch is $\delta\sigma=\partial\Omega_{\rm osc}/\partial\mu\approx k_FC_2/(2\pi^2L)$, and $D\approx k_FL/\pi^2$. Thus

$$\frac{\delta\sigma^2}{2D}=\frac{k_F^2C_2^2}{4\pi^4L^2}\cdot\frac{\pi^2}{2k_FL}=\frac{k_FC_2^2}{8\pi^2L^3},$$

$$u=\frac{k_F^2}{4\pi^2L^2}\sum_s\frac{\sin s\theta}{s^3}+\frac{k_F}{8\pi^2L^3}\big(3C_4+C_2^2\big)+O(L^{-4}). \tag{3}$$

Fixing the charge therefore leaves the leading oscillation unchanged.

## Depth and phase of the minima

For $0\le\theta\le2\pi$, start from $\sum\sin(s\theta)/s=(\pi-\theta)/2$. Integrating from zero, with $\sum1/s^2=\pi^2/6$, gives $C_2=\pi^2/6-\pi\theta/2+\theta^2/4$. Integrating again,

$$\sum_s\frac{\sin s\theta}{s^3}=\frac{\theta(\theta-\pi)(\theta-2\pi)}{12}=\frac{\pi^3}{12}(y^3-y),\qquad\theta=\pi(1+y).$$

The derivative vanishes at $y=\pm1/\sqrt3$, and the minimum, at $y=+1/\sqrt3$, is $-\pi^3/(18\sqrt3)$. To leading order, therefore,

$$u\ge-\frac{B_c}{L^2},\qquad B_c=\frac{\pi k_F^2}{72\sqrt3}. \tag{4}$$

The bound is reached when the fractional part of $k_FL/\pi$ is $(1+1/\sqrt3)/2\approx0.789$. By (2), $k_FL/\pi=Nk_Fd/\pi+\tfrac34$, so the layer spacing decides which films come near this phase.

## Common tangents

Let a film of $N$ layers split into regions of thickness $N_i$ with area fractions $x_i$. The remaining material goes into bulk islands, large in every direction and far apart, whose covered area and surface energy per substrate area are negligible. The final energy is

$$\sum_ix_iF(N_i)+e_b\Big(N-\sum_ix_iN_i\Big)=e_bN+F_\infty+\sum_ix_if(N_i).$$

The terms in $e_b$ cancel in the comparison, which leaves a linear program:

$$\text{minimize }\sum_ix_if(N_i)\quad\text{with}\quad x_i\ge0,\quad\sum_ix_i=1,\quad\sum_ix_iN_i\le N. \tag{5}$$

With two constraints, any finite trial division can be replaced by one of at most two states, bulk islands counted as a state, without raising the energy. For $a<N<b$ the lever rule gives

$$x_a=\frac{b-N}{b-a},\qquad x_b=\frac{N-a}{b-a},$$

and the energy lies on the straight line from $(a,f(a))$ to $(b,f(b))$. If the partner of $a$ is bulk, the line is horizontal at $f(a)$. A film is stable when its point lies below all these lines, that is, when it is a vertex of the lower convex hull. An unstable film ends on a hull edge: a line that touches $f$ at the two products and runs below it elsewhere. Its slope is the cost of adding a layer's worth of material to the coexisting pair, measured from bulk.

## When the series of stable films ends

**Negative excess energy.** Suppose $f<0$ for some $N$. Since $f\to0$, a lowest value is attained, at $N^*$ say (ties aside). Every thicker film has $f(N)>f(N^*)$ and lowers its energy by leaving $N^*$ layers and sending the rest to bulk islands. The film $N^*$ itself is stable, because every other state lies higher. It is the last stable thickness.

**Positive excess energy.** Suppose $f>0$ for all $N\ge0$. For $\lambda>0$, let $N_\lambda$ be the largest minimizer of $f(N)+\lambda N$. Any division of this film obeys $\sum x_i(f_i+\lambda N_i)\ge f(N_\lambda)+\lambda N_\lambda$, and $\sum x_iN_i\le N_\lambda$, so $\sum x_if_i\ge f(N_\lambda)$. Equality would need other minimizers with mean thickness $N_\lambda$, which the largest one excludes, so $N_\lambda$ is stable. As $\lambda\to0$, $N_\lambda$ passes any bound $M$. Let $m>0$ be the least $f$ up to $M$, choose $K$ with $f(K)<m/2$ and take $\lambda<m/(2K)$; then $f(K)+\lambda K<m$, so no $N\le M$ is the minimizer. The series has no end.

By (4), $B>B_c$ makes $f$ positive at large $N$. If $B<B_c$ and $k_Fd/\pi$ is irrational, phases arbitrarily near the optimum occur and $f$ becomes negative. For rational $k_Fd/\pi$ the sampled phases are a finite set, and the threshold can be lower. It stays positive, however: when $N$ is a multiple of the denominator, the fractional part of $k_FL/\pi$ is $\tfrac34$, so $y=\tfrac12$ and the leading term of $u$ is negative.

Confinement alone ($B=0$) thus gives a finite series. The envelope $-B_c/L^2$ has second derivative $-6B_c/L^4<0$. A line joining two films on the envelope runs below it, so to leading order every film between them is unstable.

**Misfit strain.** If the film carries an elastic energy $w>0$ per layer and area that bulk islands relax, $f$ gains a term $wN$. It then grows without limit, a lowest value is attained, and the series ends whatever the value of $B$.

**Freestanding film.** Here the bare state has no surfaces, so $s=-2\gamma$. The ratio of $B_c/L^2$ to $2\gamma$ is $80\pi^2/[72\sqrt3\,(k_FL)^2]\approx6.3/(k_FL)^2$. Once $k_FL$ is well above 2.5, the bare state lies lowest and the film breaks up into bare area and bulk.

## Exchange with neighbouring thicknesses

If material moves only between thicknesses $N-1$, $N$ and $N+1$, stability needs $f(N+1)+f(N-1)>2f(N)$. For the first harmonic at fixed amplitude,

$$\sin(\theta+2k_Fd)+\sin(\theta-2k_Fd)-2\sin\theta=-4\sin^2(k_Fd)\,\sin\theta .$$

Films with $\sin(2k_FL)<0$ resist this exchange, provided the factor $\sin^2(k_Fd)$ outweighs the fall of the amplitude as $1/L^2$. Near an integer $k_Fd/\pi$ it need not. For $k_Fd/\pi=1$ every film has $\sin(2k_FL)=-1$, $u$ follows a concave curve $-\text{const}/L^2$, and no film from 2 to 200 layers resists. When $k_Fd/\pi$ is near a half-integer, the sign alternates from layer to layer, with occasional slips. This is a weaker demand than stability against every division.

## Worked example

Take round model parameters: $k_F=0.85$ bohr$^{-1}$, $d=5.4$ bohr, $s=0.001$ hartree/bohr². Then $k_Fd/\pi=1.461$, $L-t=2.772$ bohr and $B_c=0.0182$ hartree.

For two layers, $L=10.8+2.772=13.572$ bohr and $k_FL/\pi=3.672$. Hence $y=2(0.672)-1=0.344$ and $y^3-y=-0.303$. The leading term is

$$u\approx\frac{\pi k_F^2(y^3-y)}{48L^2}=\frac{\pi(0.7225)(-0.303)}{48(184.2)}\approx-78\times10^{-6}\ \text{hartree/bohr}^2 .$$

The full value follows from filling the subbands. With $m$ bands occupied, $\mu=(\pi nt+\sum_{j\le m}\varepsilon_j)/m$, and $m$ is the number for which $\varepsilon_m<\mu\le\varepsilon_{m+1}$. Subtracting $e_bN+2\gamma$ from $E$ gives $-82.5\times10^{-6}$, so the leading term is about 6% too small in size, relative to the full value. The table lists full values in $10^{-6}$ hartree/bohr², with $B$ in hartree.

| $N$ | $k_FL/\pi$ | $u$ | $f$, $B=0.01$ | $f$, $B=0.04$ |
|---|---|---|---|---|
| 1 | 2.211 | 279.3 | 622.2 | 1651.0 |
| 2 | 3.672 | −82.50 | 3.23 | 260.4 |
| 4 | 6.594 | −15.80 | 5.63 | 69.93 |
| 7 | 10.977 | −1.56 | 5.44 | 26.44 |
| 9 | 13.899 | −4.94 | −0.70 | 12.00 |
| 10 | 15.360 | 3.69 | 7.12 | 17.40 |
| 11 | 16.821 | −4.56 | −1.73 | 6.78 |
| 12 | 18.283 | 3.63 | 6.01 | 13.16 |
| 13 | 19.744 | −3.31 | −1.28 | 4.81 |

**Stable thicknesses.** Comparing each film with all pairs of thicknesses up to 400 layers, and with bulk islands, gives these lists:

- $B=0$: 1 and 2 layers.
- $B=0.01$: 2, 9 and 11 layers.
- $B=0.04$, up to 40 layers: 2, 4, 6, 7, 9, 11, 13, 15, 22, 24, 26, 37.
- $B=0.04$, from 41 to 100 layers: 50, 63, 76, 89.

The first two series end at the lowest $f$. In the third, $B>B_c$ and $f$ is positive at every computed thickness, so the series continues. Its spacing of 13 layers from 37 layers on follows from $13\times1.46104=18.994$: thirteen layers add almost a whole number of half-waves. The phase drifts slowly past its best value, from 0.81 at 37 layers to 0.78 at 89. The run of 13 is not permanent: it lasts to 154 layers, and the next gap is 11.

**A split at $B=0.01$.** Ten layers divide into equal areas of 9 and 11. In units of $10^{-6}$ hartree/bohr², the products have mean energy $(-0.70-1.73)/2=-1.21$. The gain is $7.12+1.21=8.33$, or 13 mJ/m². The tangent slope is $(-1.73+0.70)/2\approx-0.51$ per layer. Twelve layers instead become 11 layers plus bulk islands.

The 9-layer film is stable by a narrow margin. With one more digit than in the table, the line from 2 to 11 layers has height $3.231-\tfrac79(4.956)=-0.624$ at $N=9$, only 0.08 above the film. A small change of model could remove it from the list.

**Range of exchange at $B=0$.** Exchange with $N\pm1$ leaves 1, 2, 4, 6, 7, 9, 11, 13, 15, 17, 19, 20, 22 and so on: alternation with slips at 6–7 and 19–20. Two layers add 2.922 half-waves, 0.078 short of three, so half a cycle of drift takes about 13 layers. When partners up to seven layers away are allowed, the 11-layer film fails. Splitting it into 4 and 13 layers gives $[2(-15.80)+7(-3.31)]/9=-6.1$, below its own $-4.56$. A film can thus persist because material cannot reach the right thicknesses, although it is not stable against every division.

## What limits the result

The repulsion needed for an endless series is large. In the convention where the van der Waals energy is $-A/(12\pi t^2)$, $B=B_c$ means a negative Hamaker constant of size $12\pi B_c\approx19$ eV. Hamaker constants are roughly of order 1 eV, so $B$ here stands for a model repulsion and not for ordinary dispersion forces.

Self-consistent electrostatics, exchange and correlation, the crystal's band structure, finite wall height and relaxation of the layers are left out. They can change the amplitude, period and phase of $u$, and hence the lists. The lists also hold for zero temperature. Thermal smearing of the Fermi edge damps $u$ noticeably once $L$ is comparable with $k_F/(2\pi k_BT)$, which is about 140 bohr, or 26 layers, at 300 K in the worked example. With free energies at 300 K, the list for $B=0.04$ up to 100 layers gains 39, 52, 65, 78 and 91. The lists for $B=0$ and $B=0.01$ are unchanged, though the margin of the 9-layer film shrinks from 0.08 to 0.03. $B_c$ is likewise a zero-temperature threshold: at 300 K, $f$ is positive at every thickness once $B$ exceeds about 0.016 hartree. The hull construction and the two theorems on the end of the series use only the values $f(N)$ and their approach to zero, so they carry over to a better calculated $f$ with that property.
